Ramp Rate Needed to Limit Transient Boron Diffusion in Silicon

**Question.** A shallow boron layer in silicon must be heated to a high peak temperature and cooled again. The implantation has left excess silicon interstitials, which speed up boron diffusion until they are gone. How fast must the temperature rise if the junction may move by no more than a given distance δ, and how does this rate scale with the tolerance and with the damage?

**Answer.**

It is tempting to treat the problem as a fixed temperature window: boron diffuses appreciably above some temperature, the time in the window is inversely proportional to the ramp rate, and so is the broadening. That picture holds for an undamaged crystal. With implantation damage the window closes when the excess interstitials are used up, and the temperature at which this happens depends on the ramp rate itself. The estimate must find the rate and the upper edge of the window together.

**From junction shift to a diffusion budget**

Let N boron atoms per unit area start as a half-Gaussian of width σ₀ at a surface through which no boron passes:

C(x) = [2N/(√(2π) σ)] exp(−x²/2σ²), x ≥ 0.

All boron is taken as mobile, and the diffusivity D as independent of position and boron concentration, though not of time. Define the accumulated diffusion

Θ = ∫ D dt.

The diffusion equation ∂C/∂t = D ∂²C/∂x² then becomes ∂C/∂Θ = ∂²C/∂x². For the half-Gaussian,

∂²C/∂x² = C (x²/σ⁴ − 1/σ²),
∂C/∂σ = C (x²/σ³ − 1/σ).

The first line is the second divided by σ. The profile therefore keeps its form if dσ/dΘ = 1/σ, which integrates to

σ² = σ₀² + 2Θ.

The slope at x = 0 stays zero, so the surface condition is met as well.

The junction lies where C equals the background doping C_B. Taking the logarithm of C(x_j) = C_B gives

x_j = σz, z² = 2 ln[2N/(√(2π) σ C_B)].

Since 2z dz/dσ = −2/σ, we have dz/dσ = −1/(σz), and

dx_j/dσ = z + σ dz/dσ = z − 1/z.

The junction moves deeper with broadening as long as z > 1. The largest allowed width σ₁ solves x_j(σ₁) = x_j(σ₀) + δ, and the budget is

Θ_max = (σ₁² − σ₀²)/2.

For small δ this becomes Θ_max ≈ σ₀δ/(z − 1/z), so a tight tolerance and its budget are proportional.

**How long the enhancement lasts**

Without damage, boron diffuses with

D* = D₀ exp(−E_B/kT).

Here k is Boltzmann's constant and energies are in eV. Excess interstitials, present at S times their equilibrium density, raise the diffusivity to

D_e = D*S, S = s₀ exp(E_s/kT).

The excess is stored in clusters, Q₀ interstitials per unit area. The model assumes that the clusters hold S at the value above while any of them remain, and that S drops to 1 afterwards. It also applies the same S to all the boron, although the supersaturation must fall towards the surface.

Interstitials leave by steady flow to the surface over a distance L. With interstitial diffusivity D_I and equilibrium density C_I*, the flux is D_I C_I*(S − 1)/L. Write P = D_I C_I* = P₀ exp(−E_I/kT). For S ≫ 1 the stored number per area Q obeys

dQ/dt = −PS/L.

At constant temperature the store lasts for

τ = Q₀L/(PS) = [Q₀L/(P₀s₀)] exp(E_τ/kT), E_τ = E_I − E_s.

The enhanced diffusivity has its own activation energy, E_e = E_B − E_s. In an isothermal hold the transient therefore contributes

D_e τ = D*S Q₀L/(PS) = A exp[(E_I − E_B)/kT], A = D₀Q₀L/P₀.

The supersaturation has cancelled: a larger S moves boron faster but empties the store sooner in the same proportion. What remains is the boron diffusion obtained per escaping interstitial. If E_I > E_B, this amount is smaller at higher temperature, and that is why rapid heating can help.

**The ramp**

Let the temperature rise from cold at a constant rate β, so that dt = dT/β. We need integrals of exp(−E/kT) over temperature. Consider

G_E(T) = kT² exp(−E/kT)/(E + 2kT).

Its logarithmic derivative is

2/T + E/(kT²) − 2k/(E + 2kT).

Multiplying by G_E, the first two terms give exp(−E/kT) times (2kT + E)/(E + 2kT) = 1, and the third gives the same exponential times −2(kT)²/(E + 2kT)². Hence

dG_E/dT = exp(−E/kT) [1 − 2ε²], ε = kT/(E + 2kT).

G_E vanishes at T = 0, and ε grows with T. So G_E lies below the true integral, by a fraction of that integral no larger than 2ε² taken at the upper limit. At 1250 K the actual error is 0.37 % for E = 2.2 eV and 0.15 % for 3.6 eV.

At temperature T a fraction dt/τ of the store is lost in time dt. The store is empty at the burnout temperature T_x, where ∫dt/τ = 1. With G_E for the integral this reads

kT_x²/[(E_τ + 2kT_x) β τ(T_x)] = 1,

or

β = kT_x²/[(E_τ + 2kT_x) τ(T_x)].  (1)

The combination kT_x²/(E_τ + 2kT_x) is a temperature interval, the effective width of the dissolution window. Equation (1) says that the ramp crosses this width in one lifetime τ(T_x).

The transient diffusion up to T_x is, in the same approximation,

Θ_T = (1/β)∫D_e dT = D_e(T_x) kT_x²/[β(E_e + 2kT_x)].

Inserting β from (1) cancels kT_x² and leaves

Θ_T = D_e τ (E_τ + 2kT_x)/(E_e + 2kT_x),  (2)

with D_e τ taken at T_x. The ratio exceeds 1 when E_τ > E_e: a ramp broadens the profile more than a hold at T_x would, because part of the store is lost at lower temperatures, where each escaping interstitial accompanies more boron diffusion.

After burnout, normal diffusion continues to the peak T_p and on the way down. If cooling has the same rate β, and G* = D₀G_E with E = E_B, this part is

Θ_N = {[G*(T_p) − G*(T_x)] + G*(T_p)}/β = [2G*(T_p) − G*(T_x)]/β.  (3)

The required rate follows from Θ_T + Θ_N = Θ_max together with (1). In practice one varies T_x, since β and both parts of Θ are explicit in it.

When E_I > E_B, there is at most one solution with burnout before the peak. To see this, use the lost fraction u as the variable, with du = dt/τ. Then Θ_T = ∫D_e τ du from 0 to 1. A faster ramp reaches each u at a higher temperature, where D_e τ is smaller, so Θ_T falls. In Θ_N the bracket falls as T_x rises, and 1/β falls too. The total therefore decreases with β as long as burnout comes before the peak.

**Size of the effect: a worked case**

Take round model parameters of the rough size met for boron in silicon: D₀ = 1 cm²/s, E_B = 3.5 eV, P₀ = 5×10²⁵ cm⁻¹ s⁻¹, E_I = 4.9 eV, s₀ = 10⁻³ and E_s = 1.3 eV. Then E_τ = 3.6 eV and E_e = 2.2 eV. The boron dose and the stored interstitials are both 2×10¹³ cm⁻², one interstitial per boron atom, and L = 20 nm. The initial width is 10 nm, C_B = 10¹⁷ cm⁻³, T_p = 1350 K and δ = 10 nm.

The initial surface concentration is 2N/(√(2π)σ₀) = 1.6×10¹⁹ cm⁻³, or 159.6 times C_B. So z = √(2 ln 159.6) = 3.185, and the junction starts at 31.85 nm. It may move to 41.85 nm, which allows a width of 13.55 nm and a budget

Θ_max = (13.55² − 10²)/2 ≈ 41.8 nm² = 4.18×10⁻¹³ cm².

A first estimate drops 2kT beside the activation energies and ignores normal diffusion. Equation (2) becomes Θ_max = (E_τ/E_e) A exp[(E_I − E_B)/kT_x], and solving for T_x gives

kT_x = (E_I − E_B)/ln[Θ_max E_e/(E_τ A)].

With A = 8.0×10⁻¹⁹ cm² the argument of the logarithm is 3.2×10⁵ and the logarithm is 12.67. Thus kT_x = 1.4/12.67 = 0.1105 eV, or T_x ≈ 1282 K. Equation (1) without 2kT_x then gives β ≈ 345 K/s.

The full relations give T_x = 1283 K (1010 °C). There

kT_x = 0.1106 eV, S = 128, τ = 0.111 s,
D* = 1.78×10⁻¹⁴ cm²/s, D_e = 2.28×10⁻¹² cm²/s.

The window width is 0.1106 × 1283/(3.6 + 0.221) = 37 K, and the required rate is

**β = 37 K/0.111 s ≈ 335 K/s.**

The budget can be checked by hand. The product D_e τ is 2.53×10⁻¹³ cm² = 25.3 nm², the ratio in (2) is 3.821/2.421 = 1.58, and so Θ_T ≈ 39.9 nm². Normal diffusion adds 1.95 nm². About 95 % of the allowed diffusion is spent on the transient.

The first estimate comes within 3 % partly through cancellation. Leaving out normal diffusion lowers the rate by about 12 %. Leaving out 2kT as well, in the ratio of (2) and in (1), raises it by about 10 % and 6 %.

Without damage, the whole broadening is 2G*(T_p)/β, and

β = 2G*(T_p)/Θ_max = 17.3 K/s.

In this model the damage thus raises the required rate by a factor of 335/17.3 ≈ 19.

These results were tested by following the spike in small time steps from 700 K, with the flux P(S − 1)/L in place of PS/L. At the required rate this gives Θ = 42.1 nm² and burnout at 1283 K. A separate numerical solution of the diffusion equation gives a junction shift of 10.07 nm. The agreement tests the algebra and the approximate integrals; it does not test the physical assumptions, which both sides share.

**How the required rate scales**

Differentiate the logarithms of the two ramp integrals with respect to T_x, again using G_E for the integrals. First, β = ∫dT/τ up to T_x, so

d ln β/dT_x = 1/(βτ) = (E_τ + 2kT_x)/(kT_x²).

Second, βΘ_T = ∫D_e dT, so

d ln(βΘ_T)/dT_x = D_e/(βΘ_T) = (E_e + 2kT_x)/(kT_x²).

Subtracting the first from the second gives d ln Θ_T/dT_x = −(E_τ − E_e)/(kT_x²). Since E_τ − E_e = E_I − E_B, division yields

d ln Θ_T/d ln β = −m, m = (E_I − E_B)/(E_τ + 2kT_x).  (4)

Here m = 1.4/3.821 = 0.366; the time-stepped calculation gives 0.367. Doubling the ramp rate lowers the transient part by a factor of only 2^0.366 ≈ 1.29, not 2. Read the other way, the rate needed for a given transient budget varies as Θ_T^(−2.73).

Normal diffusion makes the total respond a little more strongly. From (3), with dT_x/d ln β = βτ,

dΘ_N/d ln β = −Θ_N − D*(T_x)τ.

In the worked case D*τ = 0.20 nm², so this is −2.15 nm². The transient contributes −0.366 × 39.87 = −14.6 nm². Their sum divided by 41.8 nm² is −0.40, and the required rate varies locally as Θ_max^(−2.5).

The results for other tolerances show the same steepness. For δ = 12 nm the budget is 51.9 nm² and the rate 197 K/s; for δ = 8 nm they are 32.3 nm² and 642 K/s. Reducing the tolerance by a third raises the rate by a factor of 3.3.

Seen from the side of the equipment, the return on speed is modest. Going from 50 to 800 K/s, a factor of 16, reduces the junction shift from 19.5 to 7.5 nm. Meanwhile the burnout temperature climbs from 1216 to 1316 K. This is the moving upper edge of the window: faster heating shortens the time but lets the enhanced diffusion reach hotter, more mobile conditions.

The damage enters in two different ways:

- **Supersaturation.** At fixed T_x, Θ_T does not contain s₀, while 1/τ is proportional to s₀. The rate needed for a given transient budget is therefore proportional to s₀. Doubling both s₀ and β in the time-stepped calculation left Θ_T unchanged within the test's tolerance of 1 %.

- **Stored interstitials.** Let q = Q₀L. Equation (1) makes βq a function of T_x alone, and (2) does the same for Θ_T/q. Locally, then, Θ_T/q ∝ (βq)^(−m), or Θ_T ∝ q^(1−m) β^(−m). At fixed Θ_T this gives β ∝ q^((1−m)/m), here q^1.73. A store larger by 20 %, or a distance to the surface larger by 20 %, requires about 1.4 times the rate for the same Θ_T, and about 1.3 times for the same total budget. Doubling either would, in the worked case, push burnout past the peak, where (1) and (2) no longer apply.

**Limits of fast heating**

For the transient part, the benefit of speed rests on E_I > E_B. If the inequality is reversed, D_e τ increases with temperature, and the argument with the variable u shows that a faster ramp gives more transient broadening, as long as burnout still precedes the peak. A calculation with E_I lowered to 3.0 eV, and P₀ adjusted to keep P unchanged at 1250 K, confirmed this reversal between half the required rate and the full rate.

An isothermal hold shows the normal case, E_I > E_B, from another side. Emptying the store at 1100 K takes 25 s and costs 208 nm², five times the budget. At 1300 K it takes 0.07 s and costs 21 nm². A pause at moderate temperature on the way up can therefore spoil a fast anneal, even though normal boron diffusion is slow there.

There is also an upper limit on the rate. Equation (1) with T_x = T_p gives β_max = 1862 K/s. Above it, clusters survive the heating and the last of them dissolve during cooling, so (2) and (3) no longer apply. The whole symmetric spike can dissolve a fraction 2β_max/β of the original store. Above 2β_max some clusters must remain, with a surviving fraction

1 − 2β_max/β.

At β = 2.2β_max this is 9.1 %, while the time-stepped result is 9.9 %. The small excess has the sign expected from the flux P(S − 1)/L, which empties the store slightly more slowly than PS/L. Such an anneal has postponed part of the transient diffusion: the surviving clusters can drive it in a later heating step. A small junction shift measured directly after the spike would then be misleading.

**Cooling and time at the peak**

Cooling may be slower than heating. If burnout precedes the peak, the transient part is unaffected. With cooling rate β_c and a time t_p spent at the peak, (3) becomes

Θ_N = [G*(T_p) − G*(T_x)]/β + G*(T_p)/β_c + D*(T_p)t_p.

From the undamaged case, G*(T_p) = 17.3 × 41.8/2 ≈ 362 nm² K/s. Cooling at 50 K/s would thus cost 7.2 nm², about a sixth of the budget, and the heating rate would have to rise to compensate. Heating rate controls mainly the transient part; cooling rate and peak time control normal diffusion.

**How far to trust the number**

The exponentials make the absolute rate much less certain than the arithmetic. An error of 0.1 eV in E_s changes S at T_x by exp(0.1/0.1106) ≈ 2.5. The required rate changes by a factor of 2.2 (lower E_s) to 2.4 (higher E_s). The dependence is slightly weaker than that of S because normal diffusion takes more of the budget when the ramp is slow and less when it is fast; this outweighs the opposite effect of the energy terms in (1) and (2).

Errors in E_B and E_I matter more, because they change the boron diffusion per escaping interstitial, to which the required rate responds steeply. With the prefactors held fixed, raising E_B by only 0.05 eV lowers the required rate to about 105 K/s, and lowering it by 0.05 eV raises the rate to about 1080 K/s. The value of 335 K/s therefore belongs to this parameter set. For a real process even its order of magnitude is not secure unless the parameters have been fitted to that process.

The physical simplifications matter too. If the boron concentration exceeds the intrinsic carrier density at the anneal temperature, D depends on concentration and the profile does not remain Gaussian. The worked case already reaches this regime near the surface: its boron starts at 1.6×10¹⁹ cm⁻³ there, while the intrinsic density near T_x is about 10¹⁹ cm⁻³. Boron held in immobile clusters diffuses later or not at all. Clusters that coarsen as they dissolve need not follow a single Arrhenius law for S. In each of these cases the budget, the lifetime or both must be recalculated.

The numerical output below lists the inputs, the intermediate values and the results for the other ramp rates. The exponent printed there as dlnTheta/dlnrate, and its inverse, refer to the transient part Θ_T alone.

Computed results

```
Boltzmann constant: 8.617333e-05 eV/K
D0 = 1.0 cm^2/s, E_B = 3.5 eV
P0 = 5.0e+25 1/(cm s), E_I = 4.9 eV
s0 = 1.0e-03, E_s = 1.3 eV
E_tau = 3.6 eV, E_e = 2.2 eV
Q0 = 2.0e+13 cm^-2, L = 20 nm
boron dose = 2.0e+13 cm^-2, C_B = 1.0e+17 cm^-3
initial width = 10.0 nm, peak T = 1350 K
tolerance = 10.0 nm
initial z = 3.185
initial junction depth = 31.85 nm
largest allowed width = 13.55 nm
budget Theta_max = 41.83 nm^2
A = 8.00e-19 cm^2
lifetime prefactor = 8.00e-16 s
window error at 1250 K, E=2.2 eV: 0.37 %
window error at 1250 K, E=3.5 eV: 0.16 %
window error at 1250 K, E=3.6 eV: 0.15 %
hand estimate: T_x = 1281.8 K, rate = 345 K/s
full formula: T_x = 1283.0 K = 1009.8 deg C
REQUIRED RATE = 335 K/s
kT at T_x = 0.1106 eV
S at T_x = 127.8
lifetime at T_x = 0.1108 s
D* at T_x = 1.784e-14 cm^2/s, D_e = 2.281e-12 cm^2/s
transient part of Theta = 39.87 nm^2
normal part of Theta = 1.95 nm^2
time-stepped Theta = 42.09 nm^2
time-stepped burnout T = 1283.2 K
junction shift of diffused profile = 10.07 nm
rate needed without damage = 17.3 K/s
exponent dlnTheta/dlnrate: formula -0.366, time-stepped -0.367
inverse exponent = -2.73
rate_max (T_x = T_peak) = 1862 K/s
clusters left at 2.2 rate_max = 9.9 %
hold at 1100 K: Theta = 207.7 nm^2, lifetime = 24.9 s
hold at 1200 K: Theta = 60.7 nm^2, lifetime = 1.05 s
hold at 1300 K: Theta = 21.4 nm^2, lifetime = 0.0723 s
tolerance 8 nm: budget 32.3 nm^2, T_x 1308 K, rate 642 K/s
tolerance 12 nm: budget 51.9 nm^2, T_x 1264 K, rate 197 K/s
rate 50 K/s: T_x 1216 K, Theta 95.0 nm^2, shift 19.5 nm
rate 100 K/s: T_x 1240 K, Theta 69.6 nm^2, shift 15.2 nm
rate 200 K/s: T_x 1264 K, Theta 51.9 nm^2, shift 12.0 nm
rate 400 K/s: T_x 1290 K, Theta 39.2 nm^2, shift 9.5 nm
rate 800 K/s: T_x 1316 K, Theta 29.9 nm^2, shift 7.5 nm
```
